\section*{Noise in stochastic DFT: total energies self-average, local densities and forces do not}

\section{One random vector, many atoms}

A stochastic density-functional calculation replaces the sum over occupied orbitals by an average over $I$ random vectors, each spread over the whole system. In a large system, a few vectors can give the energy per atom with a small random fluctuation, because errors made in distant regions largely cancel. This is called self-averaging. Suppose the same run is now used to move the atoms. Each atom responds to its own force, and each force depends on the density matrix near that atom. Does a larger system also make these forces more accurate?

It does not. A system of separate two-atom molecules shows this with a few lines of algebra.

The conventions are as follows. The one-electron Hamiltonian $H$ is a fixed real symmetric matrix in an orthonormal basis of $N$ sites or grid points. The lowest orbitals are doubly occupied, and $P=P^{T}=P^2$ is the projector on them. A random vector $\chi$ has independent components $\chi_i=\pm1$ with equal probability. Put $\zeta=P\chi$. The quantity $2\,\mathrm{Tr}(PA)$, where $A$ is a real symmetric one-electron operator, is estimated by the average of $2\,\zeta^{T}A\zeta$ over $I$ independent vectors. The symbol $\sigma$ denotes the standard deviation of such an average. Since $H$ is fixed, the feedback of the noise through a self-consistent potential is not included. Nor is the systematic shift that appears when an energy term is a nonlinear function of the noisy density; for a local term this shift is, to second order, proportional to the density variance derived below, so per atom it does not fall with $N$.

\section{The counter-example}

\subsection{Separate dimers}

Take $N/2$ dimers that do not interact, with one site and one electron per atom. A dimer with bond length $d$ has
\begin{equation}
H=\begin{pmatrix}0&-t\\-t&0\end{pmatrix},\qquad t=t(d)>0 .
\end{equation}
Its lower orbital is $(1,1)/\sqrt2$ with energy $-t$. It holds both electrons, so
\begin{equation}
P=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad
\zeta_1=\zeta_2=\tfrac12(\chi_1+\chi_2).
\end{equation}
Let $s=\chi_1\chi_2$, which is $+1$ or $-1$ with equal probability. Because $\chi_1^2=\chi_2^2=1$,
\begin{equation}
\zeta_1^2=\zeta_1\zeta_2=\tfrac14(2+2s)=\tfrac12(1+s).
\end{equation}
The one-vector estimates of the density on site 1, the energy of the dimer, and the force along $d$ are therefore
\begin{align}
n_1&=2\zeta_1^2=1+s,\\
E_{\rm dimer}&=2(-2t)\zeta_1\zeta_2=-2t(1+s),\\
F&=-2\,\zeta^{T}\frac{\partial H}{\partial d}\,\zeta
 =4t'\zeta_1\zeta_2=2t'(1+s),
\end{align}
with $t'=dt/dd$. Their means, $1$, $-2t$ and $2t'$, are the correct values. Since $s$ has mean zero and variance one, each estimate has a standard deviation equal to the size of its mean. Averaging over $I$ vectors gives a relative error of $1/\sqrt I$ for all three.

Now add up the energies. Different dimers use different components of $\chi$, so their values of $s$ are independent and their variances add:
\begin{equation}
\sigma(E)^2=\frac N2\,\frac{4t^2}{I}=\frac{2Nt^2}{I},
\qquad
\frac{\sigma(E)}{N}=t\sqrt{\frac{2}{NI}} .
\end{equation}
The energy per atom improves with $N$. The force in a given dimer contains the $s$ of that dimer alone, and the other $N-2$ components of $\chi$ never enter it. Adding dimers adds independent errors elsewhere, which can cancel in a sum over dimers but cannot cancel in a quantity that belongs to one of them.

\subsection{Coupled atoms}

One may suspect that the result depends on the dimers being separate. Consider therefore a ring with alternating bonds of $1.3$ and $1.5$~\AA, hopping $-t(d)$ between neighbours with
\begin{equation}
t(d)=t_0e^{-(d-d_0)/\ell},\quad t_0=2.5~\text{eV},\quad
d_0=1.4~\text{\AA},\quad \ell=0.5~\text{\AA},
\end{equation}
alternating site energies $\pm0.5$~eV, and one electron per site. These are round model parameters. The force is the electronic band force; a pair repulsion between atoms would change its mean but add no noise. Site 0 has site energy $+0.5$~eV and its short bond on the side of increasing coordinate.

For $I=20$, the variance formulas derived below give these standard deviations:
\begin{center}
\begin{tabular}{rccc}
$N$ & density, site 0 & force, atom 0 (eV/\AA) & energy/atom (meV)\\
16 & 0.203 & 2.89 & 310\\
64 & 0.204 & 2.89 & 155\\
256 & 0.204 & 2.89 & 77\\
1024 & 0.204 & 2.89 & 39
\end{tabular}
\end{center}
Each fourfold increase of $N$ halves the last column and leaves the other two unchanged, apart from a small size effect at $N=16$. The numerical check also made 500 independent stochastic runs for each ring. A standard deviation estimated from 500 nearly Gaussian values has a relative uncertainty of about $1/\sqrt{2\cdot499}\approx3\%$. Eleven of the twelve sampled values lie within 5\% of the formulas; the largest difference, 8\% of the formula value or about 2.6 times that uncertainty, is in the energy at $N=16$.

At $N=1024$ the density on site 0 is $0.818$ electrons and the force on atom 0 is $7.47$~eV/\AA. The relative errors are thus $0.204/0.818=25\%$ and $2.89/7.47=39\%$, in a run whose energy per atom, $-3.454$~eV, has an error of about $1\%$.

\section{The general statement}

Let $p=P_{kk}$, so that the density on site $k$ is $n_k=2p$.

\begin{enumerate}
\item For any projector $P$, with or without a gap,
\begin{equation}
\frac{8}{I}\,p^2\min(p,1-p)\;\le\;\sigma(n_k)^2\;\le\;\frac{8}{I}\,p^2 .
\label{bounds}
\end{equation}
Neither bound contains $N$.
\item Let $D=\partial H/\partial x_a$ act on a fixed finite set $S$ of sites. If the elements of $P$ near atom $a$ converge as the system grows, and $\sum_i P_{ik}^2$ over sites $i$ far from $k\in S$ is small uniformly in $N$, then $\sqrt I\,\sigma(F_a)$ tends to a constant. The constant is nonzero unless $PDP$ becomes diagonal.
\item If the spectrum of $H$ is bounded independently of $N$, then $\sigma(E)/N$ falls at least as fast as $1/\sqrt{NI}$.
\end{enumerate}

What survives at large $N$ is the law $1/\sqrt I$ with a prefactor set by the surroundings of the site or atom. The prefactor may differ between atoms, and it changes with the size of the system until it has converged, quickly for a short-ranged $D$ in an insulator and more slowly when $D$ has a long tail.

\section{Proof}

\subsection{The variance of any estimate}

Put $B=PAP$. For one vector, $\chi_i^2=1$ and the symmetry of $B$ give
\begin{equation}
X=2\,\zeta^{T}A\zeta=2\,\chi^{T}B\chi
=2\sum_iB_{ii}+4\sum_{i<j}B_{ij}\chi_i\chi_j .
\end{equation}
The products $\chi_i\chi_j$ with $i<j$ have mean zero, so the mean of $X$ is $2\,\mathrm{Tr}(PAP)=2\,\mathrm{Tr}(PA)$, by cyclic invariance and $P^2=P$. Each product has variance one. Two different pairs are uncorrelated, because at least one component then appears once and averages to zero. Hence the variance of $X$ is $16\sum_{i<j}B_{ij}^2$, and for $I$ vectors
\begin{equation}
\sigma^2=\frac8I\sum_{i\ne j}B_{ij}^2
=\frac8I\Big[\mathrm{Tr}(B^2)-\sum_iB_{ii}^2\Big].
\label{master}
\end{equation}
The program tests this formula for density, force and energy by running through all $2^{12}$ sign vectors of a 12-site ring.

\subsection{Density on one site}

Here $A$ has the single nonzero element $A_{kk}=1$, so $B_{ij}=P_{ik}P_{kj}=P_{ki}P_{kj}$. The diagonal element of $P^2=P$ reads
\begin{equation}
\sum_iP_{ki}^2=p .
\label{row}
\end{equation}
Therefore $\sum_{ij}B_{ij}^2=\big(\sum_iP_{ki}^2\big)^2=p^2$, and
\begin{equation}
\sigma(n_k)^2=\frac8I\Big[p^2-\sum_iP_{ki}^4\Big].
\label{density}
\end{equation}
Dropping the negative term gives the upper bound in \eqref{bounds}. For the lower bound, one needs the largest possible $P_{ki}^2$. For $i=k$ it is $p^2$. For $i\neq k$, equation \eqref{row} allows at most $p-p^2$. In both cases $P_{ki}^2\le p\max(p,1-p)$, so
\begin{equation}
\sum_iP_{ki}^4\le p\max(p,1-p)\sum_iP_{ki}^2=p^2\max(p,1-p).
\end{equation}
Insertion in \eqref{density}, with $1-\max(p,1-p)=\min(p,1-p)$, gives the lower bound.

The separate dimer has $p=1/2$, for which the lower bound is $8\cdot\frac14\cdot\frac12/I=1/I$. This equals the variance found above, so the bound cannot be improved at that occupation. In the coupled ring, $p=0.818/2=0.409$ and $I=20$ give
\begin{equation}
\sigma(n_0)\ge\sqrt{\tfrac{8}{20}(0.409)^2(0.409)}=0.165,
\end{equation}
below the actual $0.204$, as it must be. The bound vanishes at $p=0$ and $p=1$, and so does the noise: an empty or a full site has no matrix elements of $P$ to other sites.

A metal is no exception. In an infinite uniform chain at half filling, the occupied wave numbers run from $-\pi/2$ to $\pi/2$, and
\begin{equation}
P_{0j}=\int_{-\pi/2}^{\pi/2}\frac{dq}{2\pi}\,e^{iqj}=\frac{\sin(\pi j/2)}{\pi j},\qquad P_{00}=\frac12 .
\end{equation}
Only odd $j$ contribute besides $j=0$. With $\sum_{j=1,3,\dots}j^{-4}=\pi^4/96$,
\begin{equation}
\sum_jP_{0j}^4=\frac1{16}+\frac{2}{\pi^4}\,\frac{\pi^4}{96}=\frac1{12},
\qquad
\sigma(n_0)^2=\frac8I\Big(\frac14-\frac1{12}\Big)=\frac{4}{3I}.
\end{equation}
For $I=1$ this is a noise of $1.155$ electrons, which the program finds on metallic rings of both 66 and 514 sites. This is the result for a sharp projector. With a Fermi function $f$ at finite temperature one uses $\zeta=g\chi$ with $g=\sqrt{f(H)}$. Then $\sum_ig_{ki}^2=f(H)_{kk}=p$, so \eqref{density} holds with $g$ in place of $P$ in the last sum and the upper bound remains, but the lower bound in \eqref{bounds} is no longer guaranteed. In the chain with $t=2.5$~eV, $I\sigma(n_0)^2$ is $1.32$ at $k_BT=0.026$~eV and $0.90$ at $k_BT=1$~eV, where it has fallen below the bound $1$.

\subsection{Force on one atom}

The force is $F_a=-\partial E/\partial x_a$ with $E=2\,\mathrm{Tr}(PH)$. A change of $P$ does not contribute to first order. To see this, differentiate $P^2=P$ to get $dP\,P+P\,dP=dP$. Multiplying by $P$ on both sides gives $P\,dP\,P=0$, and multiplying by $1-P$ on both sides gives $(1-P)\,dP\,(1-P)=0$. Thus $dP$ connects occupied with empty orbitals only, while $H$ does not connect them, and $\mathrm{Tr}(dP\,H)=0$. This holds as long as the occupied and empty levels stay separated in the finite system. The result is $F_a=-2\,\mathrm{Tr}(PD)$.

With $B=PDP$, equation \eqref{master} becomes
\begin{equation}
\sigma(F_a)^2=\frac8I\Big[\mathrm{Tr}(PDPD)-\sum_i(PDP)_{ii}^2\Big];
\label{force}
\end{equation}
the sign of $F_a$ drops out. The first term contains $P$ only between sites of $S$, and so it converges when those elements do. In the second term, $|P_{ik}P_{il}|\le\frac12(P_{ik}^2+P_{il}^2)$ gives
\begin{equation}
|(PDP)_{ii}|\le\sum_{k,l\in S}|P_{ik}D_{kl}P_{li}|
\le C\sum_{k\in S}P_{ik}^2,\qquad C=\max_k\sum_l|D_{kl}| .
\end{equation}
By assumption, the right-hand side summed over distant $i$ is small uniformly in $N$. The sum of squares of these terms is then small too, and the nearby terms converge. This proves the second statement. In an insulator the assumption holds because $P_{ik}$ decays exponentially with distance.

In a real system $D$ has a Coulomb tail. On a grid, the derivative of a local potential is diagonal, with elements $D_k$, and $2D_kD_l\le D_k^2+D_l^2$ gives
\begin{equation}
\mathrm{Tr}(PDPD)=\sum_{kl}D_kD_lP_{kl}^2\le\sum_kD_k^2\sum_lP_{kl}^2=\sum_kD_k^2P_{kk}.
\end{equation}
Far from the atom $D_k$ falls as $1/r^2$. In three dimensions with bounded density, the distant part of the sum behaves as $\int r^2dr/r^4$ and converges. Distant electrons therefore do not make the force noise grow without limit. The part of this sum beyond a radius $R$ falls only as $1/R$, so the noise can still change noticeably with size before it levels off. Near the nucleus the potential is assumed to be smoothed by a pseudopotential.

\subsection{Total energy}

For $A=H$, $P$ and $H$ commute, so $B=PHP=PH$ and $\mathrm{Tr}(B^2)=\mathrm{Tr}(PH^2)$. Hence
\begin{equation}
\sigma(E)^2=\frac8I\Big[\mathrm{Tr}(PH^2)-\sum_i(PH)_{ii}^2\Big]
\le\frac{8}{I}\,N_{\rm occ}\,\epsilon_{\max}^2 ,
\end{equation}
where $N_{\rm occ}\le N$ is the number of occupied orbitals and $\epsilon_{\max}$ the largest magnitude of an occupied energy. Division by $N^2$ proves the third statement. In the ring, each site contributes nearly the same amount to the variance once $N$ is large, so $\sigma(E)/N$ follows $1/\sqrt{NI}$ itself. The prefactor depends on the zero of energy, because the estimated electron number also fluctuates; the numbers here use mid-gap as zero.

\section{The density at a point}

On a grid of spacing $h$ in three dimensions, $p$ is half the electron density times $h^3$, and it goes to zero as the grid is refined. The relative noise does not. Dividing \eqref{density} by $n_k^2=4p^2$,
\begin{equation}
\frac{\sigma(n_k)^2}{n_k^2}=\frac2I\Big[1-\frac1{p^2}\sum_iP_{ki}^4\Big].
\end{equation}
Since $P_{ki}$ is the scalar product of columns $k$ and $i$ of $P$, the Cauchy--Schwarz inequality gives $P_{ki}^2\le P_{kk}P_{ii}$. With \eqref{row}, the subtracted term is at most $\max_iP_{ii}$, which vanishes on a fine grid when the density is bounded. The relative noise at any point of nonzero density thus tends to $\sqrt{2/I}$.

If the $\chi_i$ are independent complex phases with $\langle\chi_i\rangle=\langle\chi_i^2\rangle=0$, the product $\chi_i\chi_j$ is replaced by $\mathrm{Re}(\chi_i^*\chi_j)$, whose mean square is $1/2$. The factor 8 in \eqref{master} becomes 4, and the limit is $1/\sqrt I$.

A one-dimensional periodic potential shows the approach. Take $V(x)=-20\cos(2\pi x/a)$ in units of $\hbar^2/2ma^2$, two electrons per period $a$, six periods, and a three-point finite-difference kinetic energy; the coarse-grid values depend on these choices, the limit does not. At the centre of a well, with $I=1$ and random signs, the relative noise is $1.04$, $1.35$ and $1.40$ for 4, 16 and 64 points per period; the limit is $1.41$. Going from 6 to 24 periods at 16 points leaves $1.35$ unchanged.

\section{What averages, and what it costs}

The density averaged over a block of $M$ sites lies between the two extremes. Its operator is $A=Q/M$, where $Q$ projects on the block, so
\begin{equation}
\sigma^2\le\frac8I\,\mathrm{Tr}(B^2)=\frac{8}{IM^2}\sum_{k,l\in\rm block}P_{kl}^2
\le\frac{8}{IM^2}\sum_{k\in\rm block}P_{kk}\le\frac{8}{IM}.
\end{equation}
It is the size of the block that helps, not the size of the system. In the ring with $N=1024$ and $I=20$, the noise is $0.078$, $0.039$ and $0.019$ electrons for blocks of 16, 64 and 256 sites.

Averaging the squared force errors over all atoms does not remove them. The expected mean square is the mean of the variances $\sigma(F_a)^2$, which does not fall with $N$ once the prefactors have converged. In one run at $N=1024$ the root-mean-square force error over the atoms was $3.0$~eV/\AA, against $2.9$ from the formula. The largest error in the system even grows, because more atoms give more chances of a large deviation: its average over runs is $7.4$~eV/\AA\ at $N=64$ and $10.2$~eV/\AA\ at $N=1024$.

The number of vectors must therefore be chosen for the quantity that is needed. At $N=1024$ one vector gives a force noise on atom 0 of $2.889\sqrt{20}=12.92$~eV/\AA. A tolerance of $0.1$~eV/\AA\ requires
\begin{equation}
I=\left(\frac{12.92}{0.1}\right)^2\approx1.67\times10^4 ,
\end{equation}
and the same number is required at $N=64$. The atoms of the other sublattice are slightly noisier, $13.25$~eV/\AA\ for one vector, and need $1.76\times10^4$ vectors. For an error of 10~meV in the energy per atom, about 4800 vectors are needed at $N=64$ and 300 at $N=1024$ when mid-gap is the zero of energy. These two counts depend on that choice: sampling $H-\mu$ with $\mu\approx-3.5$~eV and adding $\mu$ times the known electron number lowers them to about 1140 and 71, and leaves their ratio of 16 unchanged.

These counts hold for independent random vectors applied to the full density matrix. Let $P_0$ be a symmetric approximation to $P$. If $2\,\mathrm{Tr}(P_0AP_0)$ is computed without noise and only the remainder $2\,\chi^{T}(PAP-P_0AP_0)\chi$ is sampled, the mean is unchanged, the matrix $B$ in \eqref{master} is replaced by $PAP-P_0AP_0$, and the prefactor falls when the off-diagonal elements of this difference are smaller than those of $PAP$. The dependence on $I$ remains, and enlarging the system is still no substitute for more vectors or a better reference.

\section*{Numbers as computed}
\begin{verbatim}
t0 = 2.5 eV, d0 = 1.4 A, decay length = 0.5 A
bonds 1.3 and 1.5 A, site energies +/-0.5 eV
I = 20 vectors per run, 500 runs per ring
N=16: noise, formula | sampled
  site density 0.2032 | 0.2050 electrons
  atomic force 2.8907 | 2.9291 eV/A
  energy/atom 309.85 | 335.34 meV
N=64: noise, formula | sampled
  site density 0.2043 | 0.2014 electrons
  atomic force 2.8887 | 2.7666 eV/A
  energy/atom 154.86 | 153.56 meV
N=256: noise, formula | sampled
  site density 0.2043 | 0.1953 electrons
  atomic force 2.8887 | 2.8357 eV/A
  energy/atom 77.43 | 76.19 meV
N=1024: noise, formula | sampled
  site density 0.2043 | 0.1967 electrons
  atomic force 2.8887 | 2.9536 eV/A
  energy/atom 38.71 | 38.51 meV
N=1024 exact: density at site 0 = 0.8182 electrons
  force on atom 0 = 7.4674 eV/A
  band energy per atom = -3.4538 eV
  lower bound of density noise, I=20: 0.1655 electrons
  sampled density noise I=5: 0.4065, I=20: 0.1967 electrons
  rms force error over atoms, one run: 3.0064 eV/A
  rms force error, formula: 2.9261 eV/A
mean largest force error: N=64 7.403, N=1024 10.167 eV/A
noise of density averaged over 1 sites: 0.20430 electrons
noise of density averaged over 16 sites: 0.07767 electrons
noise of density averaged over 64 sites: 0.03886 electrons
noise of density averaged over 256 sites: 0.01943 electrons
N=64: I for force 0.1 eV/A = 16690; for energy/atom 10 meV = 4797
N=1024: I for force 0.1 eV/A = 16690; for energy/atom 10 meV = 300
metal N=66, I=1: density noise 1.1546 electrons, force noise 12.627 eV/A
metal N=514, I=1: density noise 1.1547 electrons, force noise 12.628 eV/A
continuum, potential depth parameter 20 hbar^2/(2 m a^2), I=1:
  6 cells, 4 points/cell: relative noise signs 1.0406, phases 0.7358
  6 cells, 16 points/cell: relative noise signs 1.3458, phases 0.9517
  24 cells, 16 points/cell: relative noise signs 1.3458, phases 0.9517
  6 cells, 64 points/cell: relative noise signs 1.3975, phases 0.9882
sum of (z/r^3)^2, half-width 10 lattice units: 5.1795
sum of (z/r^3)^2, half-width 20 lattice units: 5.3410
sum of (z/r^3)^2, half-width 40 lattice units: 5.4248
\end{verbatim}
